# How a vanishing 6j symbol gives G2 in the f shell: a program that tests the result

```python
"""
Result under test: for f orbitals (l = 3) the unit tensor operators of rank 1
and rank 5 close under commutation, because the 6j symbol {5 5 3; 3 3 3} is
zero, and the 14 operators generate the Lie algebra G2.

Symbols:
  u[k, q]   unit tensor, reduced matrix element 1, so Tr(u^T u) = 1/(2k+1)
  U         the sum of u over two electrons
  w_m       weight: diagonal entries of sqrt(3) u[1,0] and sqrt(11) u[5,0]
  C         G2 invariant, sum over k = 1, 5 of (2k+1) sum_q U^T U
Orbitals are ordered m = l, l-1, ..., -l.  All matrices are real.
All quantities are dimensionless (angular momentum in units of hbar).
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial as fac, sqrt, acos, degrees
import numpy as np
from sympy.physics.wigner import wigner_6j


@lru_cache(maxsize=None)
def six_j(a, b, c, d, e, f):
    return wigner_6j(a, b, c, d, e, f)


def three_j(a, b, c, ma, mb, mc):
    if ma + mb + mc != 0 or c < abs(a - b) or c > a + b:
        return 0.0
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    top = fac(a + b - c) * fac(a - b + c) * fac(-a + b + c)
    for j, m in ((a, ma), (b, mb), (c, mc)):
        top *= fac(j + m) * fac(j - m)
    total = 0.0
    first = max(0, b - c - ma, a - c + mb)
    last = min(a + b - c, a - ma, b + mb)
    for t in range(first, last + 1):
        total += (-1) ** t / (fac(t) * fac(c - b + t + ma)
                              * fac(c - a + t - mb) * fac(a + b - c - t)
                              * fac(a - t - ma) * fac(b - t + mb))
    sign = -1 if (a - b - mc) % 2 else 1
    return sign * sqrt(top / fac(a + b + c + 1)) * total


def ladder(l):
    m = np.arange(l, -l - 1, -1).astype(float)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def comm(a, b):
    return a @ b - b @ a


def unit_tensors(l):
    """Build tensors from powers of L+ and repeated commutation with L-."""
    raising = ladder(l)[1]
    u = {}
    for k in range(2 * l + 1):
        t = (-1) ** k * np.linalg.matrix_power(raising, k)
        t = t / (np.linalg.norm(t) * sqrt(2 * k + 1))
        u[k, k] = t
        for q in range(k, -k, -1):
            t = comm(raising.T, t) / sqrt(k * (k + 1) - q * (q - 1))
            u[k, q - 1] = t
    return u


def row_space(rows):
    s, vh = np.linalg.svd(rows, full_matrices=False)[1:]
    return vh[s > 1e-8 * s[0]]


def lie_dimension(generators):
    """Dimension of the Lie algebra generated by the given matrices."""
    n = generators[0].shape[0]
    basis = row_space(np.array([g.ravel() for g in generators]))
    while True:
        mats = basis.reshape(-1, n, n)
        new = [comm(a, b).ravel() for a in mats for b in mats]
        bigger = row_space(np.vstack([basis, np.array(new)]))
        if len(bigger) == len(basis):
            return len(basis)
        basis = bigger


def pick(u, ranks):
    return [u[k, q] for k in ranks for q in range(-k, k + 1)]


def show(vector):
    return " ".join(f"{x + 0.0:.0f}" for x in np.round(vector) + 0.0)


l = 3
u = unit_tensors(l)
m_values = list(range(l, -l - 1, -1))

# Ladder-built tensors agree with the 3j form of the matrix elements.
for (k, q), t in u.items():
    ref = [[(-1) ** (l - m) * three_j(l, k, l, -m, q, n) for n in m_values]
           for m in m_values]
    assert np.allclose(t, ref, atol=1e-11)
    assert np.allclose(t.T, (-1) ** (q % 2) * u[k, -q], atol=1e-11)
flat = np.array([sqrt(2 * k + 1) * t.ravel() for (k, q), t in u.items()])
assert np.allclose(flat @ flat.T, np.eye(49), atol=1e-11)
assert np.allclose(sqrt(84) * u[1, 0], ladder(l)[0], atol=1e-11)

# Commutator law for every pair of tensors of rank 0 to 6.
worst = 0.0
for (k1, q1), a in u.items():
    for (k2, q2), b in u.items():
        q3 = q1 + q2
        law = np.zeros((7, 7))
        for k3 in range(abs(k1 - k2), min(k1 + k2, 6) + 1):
            if (k1 + k2 + k3) % 2 == 0 or abs(q3) > k3:
                continue
            law += (-2 * (2 * k3 + 1) * (-1) ** (q3 % 2)
                    * three_j(k1, k2, k3, q1, q2, -q3)
                    * float(six_j(k1, k2, k3, l, l, l))) * u[k3, q3]
        worst = max(worst, np.abs(comm(a, b) - law).max())
assert worst < 1e-10
print(f"commutator law, ranks 0-6, largest error below 1e-10: {worst < 1e-10}")

# Content of [u5, u5] by rank, from the matrices alone.
for k3 in (1, 3, 5):
    strength = 0.0
    for a in pick(u, [5]):
        for b in pick(u, [5]):
            c = comm(a, b)
            strength += sum((2 * k3 + 1) * np.sum(t * c) ** 2
                            for t in pick(u, [k3]))
    symbol = six_j(5, 5, k3, 3, 3, 3)
    assert abs(strength - 4 * (2 * k3 + 1) * float(symbol) ** 2) < 1e-10
    print(f"6j {{5 5 {k3}; 3 3 3}} = {symbol};"
          f" rank-{k3} strength in [u5,u5] = {abs(strength):.6f}")
assert six_j(5, 5, 3, 3, 3, 3) == 0

# The two terms of the Racah sum, divided by 14!.
terms = [Fraction((-1) ** t * fac(t + 1),
                  fac(t - 13) * fac(t - 11) ** 2 * fac(t - 9)
                  * fac(16 - t) * fac(14 - t) ** 2 * fac(14))
         for t in (13, 14)]
assert sum(terms) == 0
print("Racah sum terms t=13, t=14, over 14!:", terms[0], terms[1])

# One diagonal commutator is enough to prove the zero.
d1 = sqrt(84) * np.diag(u[1, 0])
d3 = sqrt(42) * np.diag(u[3, 0])
d5 = sqrt(924) * np.diag(u[5, 0])
top_comm = comm(u[5, 5], u[5, -5])
assert np.allclose(top_comm, np.diag(np.diag(top_comm)), atol=1e-12)
dc = -22 * np.diag(top_comm)
for d in (d1, d3, d5, dc):
    assert np.allclose(d, np.round(d), atol=1e-9)
stretched = three_j(5, 5, 3, 5, -5, 0)
assert abs(dc @ d3) < 1e-9 and abs(stretched) > 0.01
print("diagonals for m = 3, 2, 1, 0, -1, -2, -3:")
print("  sqrt(84)  u1_0:", show(d1))
print("  sqrt(42)  u3_0:", show(d3))
print("  sqrt(924) u5_0:", show(d5))
print("  -22 [u5_5, u5_-5]:", show(dc))
print("overlaps of the last line with u1, u3, u5 lines:",
      show([dc @ d1, dc @ d3, dc @ d5]))
print(f"3j (5 5 3; 5 -5 0) = {stretched:.6f}")

# Closure, and what happens when the relevant 6j symbol is not zero.
u_g = unit_tensors(4)
dim15 = lie_dimension(pick(u, [1, 5]))
dim135 = lie_dimension(pick(u, [1, 3, 5]))
dim13 = lie_dimension(pick(u, [1, 3]))
dim_g = lie_dimension(pick(u_g, [1, 5]))
assert (dim15, dim135, dim13, dim_g) == (14, 21, 21, 36)
assert six_j(3, 3, 5, 3, 3, 3) != 0 and six_j(5, 5, 3, 4, 4, 4) != 0
print("dimension generated, l=3, ranks 1,5:", dim15)
print("dimension generated, l=3, ranks 1,3,5:", dim135)
print("dimension generated, l=3, ranks 1,3:", dim13)
print("dimension generated, l=4, ranks 1,5:", dim_g)
print("6j {3 3 5; 3 3 3} =", six_j(3, 3, 5, 3, 3, 3))
print(f"6j {{5 5 3; 4 4 4}} = {float(six_j(5, 5, 3, 4, 4, 4)):.6f}")

# Roots from the adjoint action, compared with the G2 pattern.
h1, h5 = sqrt(3) * u[1, 0], sqrt(11) * u[5, 0]
basis = [sqrt(2 * k + 1) * t for k in (1, 5) for t in pick(u, [k])]
ad1, ad5 = [np.array([[np.sum(a * comm(h, b)) for b in basis]
                      for a in basis]) for h in (h1, h5)]
vec = np.linalg.eigh(ad1 + 0.37 * ad5)[1]
roots = np.array([[v @ ad1 @ v, v @ ad5 @ v] for v in vec.T])
for v, r in zip(vec.T, roots):
    assert np.allclose(ad1 @ v, r[0] * v, atol=1e-9)
    assert np.allclose(ad5 @ v, r[1] * v, atol=1e-9)
w = {m: np.array([h1[i, i], h5[i, i]]) for i, m in enumerate(m_values)}
assert np.allclose(w[3], w[2] + w[1], atol=1e-11)
assert abs(d3[0] - d3[1] - d3[2]) > 1
alpha, beta = w[1], w[2] - w[1]
pattern = [(1, 0), (0, 1), (1, 1), (2, 1), (3, 1), (3, 2)]
for i, j in pattern:
    for sign in (1, -1):
        gap = np.linalg.norm(roots - sign * (i * alpha + j * beta), axis=1)
        assert np.sum(gap < 1e-9) == 1
zero_roots = int(np.sum(np.linalg.norm(roots, axis=1) < 1e-9))
assert zero_roots == 2
aa, bb, ab = alpha @ alpha, beta @ beta, alpha @ beta
assert abs(2 * ab / aa + 3) < 1e-9 and abs(2 * ab / bb + 1) < 1e-9
print("zero roots (rank):", zero_roots, "; nonzero roots:", 14 - zero_roots)
for m in (1, 2, 3):
    print(f"weight w_{m} = ({w[m][0]:.6f}, {w[m][1]:.6f})")
print(f"alpha.alpha = {aa:.6f}, beta.beta = {bb:.6f}, alpha.beta = {ab:.6f}")
print(f"angle between alpha and beta = {degrees(acos(ab / sqrt(aa * bb))):.2f} deg")
print(f"Cartan integers: {2 * ab / aa:.3f}, {2 * ab / bb:.3f}")

# Two f electrons: orbital product space of 49 states.
one = np.eye(7)


def two(t):
    return np.kron(t, one) + np.kron(one, t)


for a in pick(u, [5]):
    for b in pick(u, [5]):
        assert np.allclose(comm(two(a), two(b)), two(comm(a, b)), atol=1e-11)
lz, lp = [two(t) for t in ladder(l)]
l_squared = lp.T @ lp + lz @ lz + lz
values, states = np.linalg.eigh(l_squared)
C = sum((2 * k + 1) * two(t).T @ two(t) for k in (1, 5) for t in pick(u, [k]))
swap = np.eye(49).reshape(7, 7, 7, 7).transpose(1, 0, 2, 3).reshape(49, 49)
space = {}
print("f2 terms, value of the G2 invariant C:")
for L in range(7):
    P = states[:, np.abs(values - L * (L + 1)) < 1e-6]
    assert P.shape[1] == 2 * L + 1
    assert np.allclose(swap @ P, (-1) ** L * P, atol=1e-8)
    c_value = np.trace(P.T @ C @ P) / (2 * L + 1)
    assert np.allclose(C @ P, c_value * P, atol=1e-8)
    formula = 4 + 2 * (-1) ** L * sum(
        (2 * k + 1) * float(six_j(3, 3, k, 3, 3, L)) for k in (1, 5))
    assert abs(c_value - formula) < 1e-8
    space[L] = P
    name = ("3" if L % 2 else "1") + "SPDFGHI"[L]
    print(f"  {name}: orbital states {2 * L + 1}, C = {abs(c_value):.6f}")

# Which terms are joined by U5 and U3: squared reduced matrix elements.
print("squared reduced matrix elements between f2 terms:")
for k, L1, L2 in ((5, 1, 5), (5, 3, 5), (3, 3, 5), (5, 2, 4), (5, 4, 6)):
    link = sum(np.sum((space[L1].T @ two(t) @ space[L2]) ** 2)
               for t in pick(u, [k]))
    symbol = float(six_j(L1, k, L2, 3, 3, 3))
    assert abs(link - 4 * (2 * L1 + 1) * (2 * L2 + 1) * symbol ** 2) < 1e-8
    assert (link < 1e-10) == ((k, L1, L2) == (5, 3, 5))
    print(f"  U{k} between {'SPDFGHI'[L1]} and {'SPDFGHI'[L2]}: {link:.6f}")

print("PASS")
```

Output:

```
commutator law, ranks 0-6, largest error below 1e-10: True
6j {5 5 1; 3 3 3} = sqrt(770)/308; rank-1 strength in [u5,u5] = 0.097403
6j {5 5 3; 3 3 3} = 0; rank-3 strength in [u5,u5] = 0.000000
6j {5 5 5; 3 3 3} = -sqrt(91)/154; rank-5 strength in [u5,u5] = 0.168831
Racah sum terms t=13, t=14, over 14!: -1/576 1/576
diagonals for m = 3, 2, 1, 0, -1, -2, -3:
  sqrt(84)  u1_0: 3 2 1 0 -1 -2 -3
  sqrt(42)  u3_0: 1 -1 -1 0 1 1 -1
  sqrt(924) u5_0: 1 -4 5 0 -5 4 -1
  -22 [u5_5, u5_-5]: 1 1 0 0 0 -1 -1
overlaps of the last line with u1, u3, u5 lines: 10 0 -6
3j (5 5 3; 5 -5 0) = 0.173119
dimension generated, l=3, ranks 1,5: 14
dimension generated, l=3, ranks 1,3,5: 21
dimension generated, l=3, ranks 1,3: 21
dimension generated, l=4, ranks 1,5: 36
6j {3 3 5; 3 3 3} = 1/14
6j {5 5 3; 4 4 4} = -0.038819
zero roots (rank): 2 ; nonzero roots: 12
weight w_1 = (0.188982, 0.545545)
weight w_2 = (0.377964, -0.436436)
weight w_3 = (0.566947, 0.109109)
alpha.alpha = 0.333333, beta.beta = 1.000000, alpha.beta = -0.500000
angle between alpha and beta = 150.00 deg
Cartan integers: -3.000, -1.000
f2 terms, value of the G2 invariant C:
  1S: orbital states 1, C = 0.000000
  3P: orbital states 3, C = 4.000000
  1D: orbital states 5, C = 4.666667
  3F: orbital states 7, C = 2.000000
  1G: orbital states 9, C = 4.666667
  3H: orbital states 11, C = 4.000000
  1I: orbital states 13, C = 4.666667
squared reduced matrix elements between f2 terms:
  U5 between P and H: 1.071429
  U5 between F and H: 0.000000
  U3 between F and H: 1.571429
  U5 between D and G: 1.038961
  U5 between G and I: 2.148760
PASS
```
